# Variational energies of the Fröhlich polaron and the apparent self-trapping transition: a program that tests the result

```python
# Froehlich polaron: abrupt free -> self-trapped transitions are variational artefacts;
# the exact ground-state energy is analytic in the coupling (gapped phonons).
# Units: energy omega, length (2 m omega)^(-1/2). Fibre Hamiltonian at total momentum P:
#   H(P) = (P - P_f)^2 + N - sum_k g_k (a_k + a_k^+), g_k > 0, P_f phonon momentum,
#   3D Froehlich: sum_k g_k^2 -> (2 alpha/pi) int_0^inf dk.
# Trial families: LLP (-alpha), Gaussian Pekar (-alpha^2/3pi), Huybrechts (a, beta),
# Feynman (v, w) and its w = 0 restriction. Toy model: 1D, two modes +-k0, coupling g,
# diagonalised exactly; it tests each step of the analyticity proof.
import numpy as np, scipy.sparse as sp
from itertools import product
from scipy.sparse.linalg import eigsh, eigs
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy.special import erfcx, betaln, gammaln
from scipy.constants import physical_constants as pc
from numpy.polynomial.chebyshev import chebinterpolate
pi = np.pi
HA = pc['Hartree energy in eV'][0]; BOHR = pc['Bohr radius'][0]*1e10

def cheb(f, lo, hi, deg):
    return np.abs(chebinterpolate(lambda xs: np.array(
        [f(0.5*(lo+hi)+0.5*(hi-lo)*x) for x in xs]), deg))

# ---------- trial families ----------
def huy3(a, b, al): return 1.5*b - al/a*erfcx((1-a)/(a*np.sqrt(2*b)))
def huy1(a, b, g2, k): return 0.5*b - 2*g2*np.exp(-(1-a)**2*k*k/(2*b))/(1+a*a*k*k)
AG, LG = np.meshgrid(np.linspace(1e-6, 1, 61), np.linspace(-3, 4.5, 121))
def box_min(f):
    i = np.argmin(f(AG, np.exp(LG)))
    r = minimize(lambda x: f(x[0], np.exp(x[1])), [AG.flat[i], LG.flat[i]], method='L-BFGS-B',
                 bounds=[(1e-6, 1), (-3, 4.5)], options=dict(ftol=1e-14, gtol=1e-9))
    return r.fun, r.x[0], np.exp(r.x[1])
xg, wg = np.polynomial.legendre.leggauss(200)
t = 3.5*(xg+1); tau = t*t; wt = 3.5*wg*2*t*np.exp(-tau)
def D(x, v, w): return w*w*x/v**2 - (v*v-w*w)/v**3*np.expm1(-v*x)
def fey3(v, w, al): return 0.75*(v-w)**2/v - al*np.sum(wt/np.sqrt(pi*D(tau, v, w)))
def fey1(v, w, g2, k): return 0.25*(v-w)**2/v - 2*g2*np.sum(wt*np.exp(-k*k*D(tau, v, w)))
def vw_min(f, start):
    def F(x):
        y = np.exp(np.clip(x, -12, 6)); return f(y[0]+y[1], y[0])
    r = minimize(F, np.log(start), method='Nelder-Mead',
                 options=dict(xatol=1e-7, fatol=1e-13, maxiter=1500))
    y = np.exp(np.clip(r.x, -12, 6)); return r.fun, y[0]+y[1], y[0]
def feyn(al): return vw_min(lambda v, w: fey3(v, w, al), (2., 2.))
def Fw0(v): return np.exp(betaln(1/v, 0.5))/np.sqrt(pi*v)
VG = np.geomspace(0.3, 30, 400)
def w0(al):
    i = np.argmin(0.75*VG-al*Fw0(VG))
    r = minimize_scalar(lambda v: 0.75*v-al*Fw0(v), method='bounded', options=dict(xatol=1e-10),
                        bounds=(VG[max(i-1, 0)], VG[min(i+1, 399)]))
    return (r.fun, r.x) if r.fun < -al else (-al, 0.0)

# closed forms against quadrature from the definitions
a, b, al = 0.37, 2.2, 7.0
num = 1.5*b - 2*al/pi*quad(lambda k: np.exp(-(1-a)**2*k*k/(2*b))/(1+a*a*k*k), 0, np.inf)[0]
assert abs(num-huy3(a, b, al)) < 1e-8
pek = minimize_scalar(lambda b: huy3(1e-7, b, al), bounds=(0.1, 30), method='bounded').fun
assert abs(pek+al*al/(3*pi)) < 1e-5
assert abs(fey3(1.7, 0.0, al)-(0.75*1.7-al*Fw0(1.7))) < 1e-9
v, w = 4.0, 1.5; kap = (v*v-w*w)/2; M = kap/w**2   # electron mass 1/2, spring kap, partner M
Sig = lambda o: kap*M*o*o/(M*o*o+kap)
G = lambda o: 1/(o*o/2+Sig(o))
for x in (0.3, 2.0):
    num = (quad(lambda o: 2*np.sin(o*x/2)**2*G(o), 0, 1)[0] + quad(G, 1, np.inf)[0]
           - quad(G, 1, np.inf, weight='cos', wvar=x)[0])/pi
    assert abs(num-D(x, v, w)) < 1e-6
num = quad(lambda o: np.log1p(2*Sig(o)/o**2)-Sig(o)*G(o), 0, np.inf)[0]/(2*pi)
assert abs(num-0.25*(v-w)**2/v) < 1e-7
K = 5.0
assert abs(2*al/pi*quad(lambda k: k**-2, K, np.inf)[0]-2*al/(pi*K)) < 1e-9

# ---------- worked example and artefact transitions in 3D ----------
om_eV, m, e_inf, e_0 = 0.030, 1.0, 2.5, 10.0
om = om_eV/HA; inv = 1/e_inf-1/e_0; alpha = inv*np.sqrt(m/(2*om)); ell = BOHR/np.sqrt(2*m*om)
f2 = lambda k: 2*pi*om*inv/(2*pi**2)/(om+k*k/(2*m))
assert abs((quad(f2, 0, 1)[0]+quad(f2, 1, np.inf)[0])/(alpha*om)-1) < 1e-7
print(f"input: omega={om_eV} eV, m={m} m_e, eps_inf={e_inf}, eps_0={e_0}")
print(f"1/eps*={inv:.4f}, alpha={alpha:.4f}, length unit={ell:.3f} A")
Ew, vw = w0(alpha); EF, vF, wF = feyn(alpha)
EH = min(-alpha, box_min(lambda a, b: huy3(a, b, alpha))[0])
for n, E in (("LLP", -alpha), ("Pekar Gaussian", -alpha**2/(3*pi)), ("Huybrechts", EH),
             ("Feynman w=0", Ew), ("Feynman v,w", EF)):
    print(f"E {n}: {E:.4f} omega = {E*om_eV:.4f} eV")
assert EF < Ew < EH and EH == -alpha
print(f"w=0: v={vw:.4f} omega, rms radius={np.sqrt(3/vw)*ell:.2f} A")
print(f"full Feynman: v={vF:.4f} omega, w={wF:.4f} omega")
r = minimize_scalar(lambda v: 0.75*v/(Fw0(v)-1), bounds=(0.05, 10), method='bounded')
ac0, vc = r.fun, r.x
assert 5.5 < ac0 < 6 and w0(ac0-0.01)[1] == 0 and w0(ac0+0.01)[1] > 0.5
acH = brentq(lambda s: box_min(lambda a, b: huy3(a, b, s))[0]+s, 6, 9.5, xtol=1e-9)
E, aH, bH = box_min(lambda a, b: huy3(a, b, acH))
assert bH > 1 and aH < 0.9 and acH < 3*pi
print(f"w=0 jump: v from 0 to {vc:.3f} omega; Huybrechts jump: a={aH:.3f}, beta={bH:.3f}")
for n, ac, sl in (("w=0", ac0, -Fw0(vc)), ("Huybrechts", acH, (E-1.5*bH)/acH),
                  ("LLP/Pekar", 3*pi, -2*(3*pi)/(3*pi))):
    ex = -ac-feyn(ac)[0]; assert ex > 0.3 and sl < -1.05
    print(f"{n}: alpha_c={ac:.4f}, dE/dalpha -1 -> {sl:.4f} omega, m_c={2*om*(ac/inv)**2:.3f} m_e")
    print(f"  above Feynman bound by {ex:.4f} omega = {ex*om_eV:.4f} eV")
for s in (4, 5, 6, 7, 9, 11):
    r1 = vw_min(lambda v, w: fey3(v, w, s), (3., 0.3)); r2 = vw_min(lambda v, w: fey3(v, w, s), (1., 15.))
    assert abs(r1[0]-r2[0]) < 1e-8
    print(f"Feynman alpha={s}: E={r1[0]:.4f}, v={r1[1]:.3f}, w={r1[2]:.3f} (omega)")
tF = cheb(lambda s: feyn(s)[0], 4, 11, 40)[30:41].max()
t0 = cheb(lambda s: w0(s)[0], 4, 11, 120)[30:41].max()
assert tF < 1e-5 and t0 > 3e-5 and t0 > 10*tF
print(f"max Chebyshev |c_30..40| on alpha in [4,11]: Feynman {tF:.1e}, w=0 {t0:.1e} omega")

# ---------- Fock-space machinery ----------
def basis(Mo, N):
    st = [n for n in product(range(N+1), repeat=Mo) if sum(n) <= N]
    ix = {n: i for i, n in enumerate(st)}; low = []
    for j in range(Mo):
        src = [n for n in st if n[j] > 0]
        rows = np.array([ix[n[:j]+(n[j]-1,)+n[j+1:]] for n in src], dtype=int)
        cols = np.array([ix[n] for n in src], dtype=int)
        val = np.sqrt(np.array([n[j] for n in src], dtype=float))
        low.append(sp.csr_matrix((val, (rows, cols)), shape=(len(st), len(st))))
    return np.array(st), low
def ham(B, ks, gs, P):
    occ, low = B
    H = sp.diags((P-occ@np.array(ks))**2+occ.sum(1.0*0+1 if False else 1)*1.0)
    for g, A in zip(gs, low): H = H - g*(A+A.T)
    return sp.csc_matrix(H)
rng = np.random.default_rng(1)
def levels(B, ks, gs, P, n=1):
    H = ham(B, ks, gs, P)   # -sum g^2 is a rigorous lower bound, so the shift lies below the spectrum
    return np.sort(eigsh(H, k=n, sigma=-sum(g*g for g in gs)-1, tol=1e-12,
                         v0=rng.random(H.shape[0])+0.5, return_eigenvectors=False))
B40 = basis(2, 40); B4 = basis(4, 8)

# commutator identity and form bound
ks = np.array([2., -2., 4., -4.]); gs = 3/np.abs(ks); occ, low = B4
p = 0.7-occ@ks; W = sum(g*(A+A.T) for g, A in zip(gs, low)).toarray()
Y = sum(g/k*(A-A.T) for g, k, A in zip(gs, ks, low)).toarray()
assert np.abs(p[:, None]*Y-Y*p[None, :]-W).max() < 1e-12
d = 1/np.sqrt(p*p+occ.sum(1)+0.5)
nb = np.abs(np.linalg.eigvalsh(d[:, None]*W*d[None, :])).max(); bd = 2*np.sqrt(np.sum(gs**2/ks**2))
assert nb <= bd
print(f"form bound, modes +-2,+-4, g=3/|k|, P=0.7: norm {nb:.4f} <= 2 sqrt(S) = {bd:.4f}")
# factorisation into coupled and uncoupled modes
full = np.linalg.eigvalsh(ham(B4, [2., 2., -2., -2.], [2**-0.5]*4, 0.3).toarray())
uni, upper = [], []; Bs = [basis(2, n) for n in range(9)]
for m1, m2 in product(range(9), repeat=2):
    if m1+m2 <= 8:
        e = np.linalg.eigvalsh(ham(Bs[8-m1-m2], [2., -2.], [1., 1.], 0.3-2*(m1-m2)).toarray())+m1+m2
        uni += list(e); upper += list(e) if m1+m2 else []
assert np.abs(np.sort(uni)-full).max() < 1e-9
Eref = levels(B40, [2., -2.], [1., 1.], 0.)[0]; assert min(upper) >= Eref+1
print(f"split cells k0=2,g=1,P=0.3: lowest n>=1 level {min(upper):.4f} >= E(0)+1 = {Eref+1:.4f} omega")

# ---------- toy model, k0 = 4 ----------
k0 = 4.; kk = [k0, -k0]; occ, low = B40; Pf = occ@np.array(kk); Nt = occ.sum(1); X = low[0]+low[0].T+low[1]+low[1].T
E0 = lambda g2, P=0.: levels(B40, kk, [np.sqrt(g2)]*2, P)[0]
g = np.sqrt(6.); ev, U = np.linalg.eigh(ham(B40, kk, [g, g], 0.).toarray())
psi = U[:, 0]*np.sign(U[0, 0])
assert psi.min() > -1e-12 and psi[Nt <= 5].min() > 0 and U[:, 1].min() < -1e-3 and U[:, 1].max() > 1e-3
assert abs(levels(B40, kk, [-g, -g], 0.)[0]-ev[0]) < 1e-9
print(f"toy k0=4, g^2=6: E0={ev[0]:.5f}, gap={ev[1]-ev[0]:.4f} omega, <N>={psi**2@Nt:.3f}")
dP = [E0(6., P)-ev[0] for P in np.linspace(0.25, 6.25, 13)]; assert min(dP) > 0
B1 = basis(1, 40); c1 = levels(B1, [k0], [g], 0.5)[0]-levels(B1, [k0], [g], 0.)[0]
c2 = levels(B1, [k0], [g], 0.05)[0]-levels(B1, [k0], [g], 0.)[0]; assert c2 < 0
print(f"min E(P)-E(0), P in [0.25,6.25]: {min(dP):.5f}; one mode, P=0.05: {c2:.5f} omega")
# Cauchy coefficients on a circle in complex g against perturbation sums
Xn = U.T@(X@psi); s1 = -psi@(X@psi); s2 = -np.sum(Xn[1:]**2/(ev[1:]-ev[0]))
rad = 0.08; th = 2*pi*np.arange(16)/16; Ec = []
for z in rad*np.exp(1j*th):
    Ec.append(eigs(ham(B40, kk, [g+z]*2, 0.), k=1, sigma=ev[0]+s1*z+0.01,
                   v0=psi.astype(complex), return_eigenvectors=False)[0])
co = lambda n: np.mean(np.array(Ec)*np.exp(-1j*n*th))
assert abs(co(0)-ev[0]) < 1e-8 and abs(co(-1)) < 1e-8 and abs(co(-2)) < 1e-8
assert abs(co(1)/rad-s1) < 1e-6 and abs(co(2)/rad**2-s2) < 1e-5
print(f"circle |dg|={rad}: c1={co(1).real/rad:.5f} (PT {s1:.5f}), c2={co(2).real/rad**2:.5f} (PT {s2:.5f})")
print(f"  |c_-1|={abs(co(-1)):.0e}, |c_-2|={abs(co(-2)):.0e} omega")
invm = lambda g2: (E0(g2, 0.02)-E0(g2))/0.02**2
Pn = U.T@(Pf*psi); im = 1-4*np.sum(Pn[1:]**2/(ev[1:]-ev[0]))
assert abs(invm(6.)-im) < 1e-3*im+1e-6
# trial-state energy from the fibre Hamiltonians
a, b = 0.2, 6.0; f = g*np.exp(-(1-a)**2*k0*k0/(4*b))/(1+a*a*k0*k0)
coh = np.exp(Nt*np.log(f)-0.5*gammaln(occ+1).sum(1)); Pg = np.linspace(-40, 40, 401)
Ps = coh[:, None]*np.exp(-(Pg[None, :]-(1-a)*Pf[:, None])**2/(2*b))
num = np.sum(Ps*(((Pg[None, :]-Pf[:, None])**2+Nt[:, None])*Ps-g*(X@Ps)))/np.sum(Ps*Ps)
assert abs(num-huy1(a, b, 6., k0)) < 1e-8
llp = lambda g2: -2*g2/(1+k0*k0)
loc = lambda g2: box_min(lambda a, b: huy1(a, b, g2, k0))
gc = brentq(lambda s: loc(s)[0]-llp(s), 3, 10, xtol=1e-9); E, a, b = loc(gc); assert b > 1
h = 0.01; sl = [(E0(gc+(j+1)*h)-E0(gc+j*h))/h for j in (-1, 0)]
jump = (E-b/2)/gc-llp(1.); assert jump < -0.3 and abs(sl[1]-sl[0]) < 0.01
print(f"toy ansatz kink: g^2={gc:.4f}, E={E:.4f}, a={a:.3f}, beta={b:.3f}")
print(f"  ansatz slope {llp(1.):.4f} -> {(E-b/2)/gc:.4f}; exact E={E0(gc):.4f}")
print(f"  exact slopes left/right (step {h}): {sl[0]:.4f} / {sl[1]:.4f} omega")
for g2 in (2., 4., 6., 8., 10.):
    Ee = E0(g2); Ev = min(llp(g2), loc(g2)[0])
    Ef = min(vw_min(lambda v, w: fey1(v, w, g2, k0), s)[0] for s in ((3., 1.), (1., 15.)))
    assert Ee <= Ef and Ee <= Ev
    print(f"toy g^2={g2:.0f}: exact {Ee:.4f}, Feynman {Ef:.4f}, ansatz {Ev:.4f} omega, m*/m={1/invm(g2):.2f}")
ce = cheb(E0, 2, 10, 80); cv = cheb(lambda s: min(llp(s), loc(s)[0]), 2, 10, 80)
re_, rv = ce[34:41].max()/ce[10:17].max(), cv[34:41].max()/cv[10:17].max()
assert re_ < 5e-3 and rv > 0.03
print(f"Chebyshev ratio |c_34..40|/|c_10..16|, g^2 in [2,10]: exact {re_:.1e}, ansatz {rv:.1e}")
# adiabatic limit: electron in -2q cos(k x), q = 2 g f, field energy 2 f^2, k = 1
q = 1e-3; nn = np.arange(-6, 7)
eb = np.linalg.eigvalsh(np.diag(nn**2.)-q*(np.eye(13, k=1)+np.eye(13, k=-1)))[0]
sc = -2/(4*eb/q**2); assert abs(sc-0.25) < 1e-4
print(f"adiabatic instability at g^2/k0^2 = {sc:.4f}")
B60 = basis(2, 60); gaps = []
for k in (8., 16., 32.):
    e = levels(B60, [k, -k], [k/2, k/2], 0., 2); gaps.append(e[1]-e[0])
    print(f"gap at g=k0/2, k0={k:.0f}: {gaps[-1]:.3f} omega")
assert 0 < gaps[2] < 0.8*gaps[1] and gaps[1] < 0.8*gaps[0]
print("OK")
```

Printed output:

```
input: omega=0.03 eV, m=1.0 m_e, eps_inf=2.5, eps_0=10.0
1/eps*=0.3000, alpha=6.3888, length unit=11.269 A
E LLP: -6.3888 omega = -0.1917 eV
E Pekar Gaussian: -4.3308 omega = -0.1299 eV
E Huybrechts: -6.3888 omega = -0.1917 eV
E Feynman w=0: -6.5123 omega = -0.1954 eV
E Feynman v,w: -7.2374 omega = -0.2171 eV
w=0: v=2.4381 omega, rms radius=12.50 A
full Feynman: v=5.0363 omega, w=1.7649 omega
w=0 jump: v from 0 to 0.984 omega; Huybrechts jump: a=0.117, beta=4.493
w=0: alpha_c=5.8420, dE/dalpha -1 -> -1.1263 omega, m_c=0.836 m_e
  above Feynman bound by 0.6607 omega = 0.0198 eV
Huybrechts: alpha_c=8.5242, dE/dalpha -1 -> -1.7906 omega, m_c=1.780 m_e
  above Feynman bound by 2.0832 omega = 0.0625 eV
LLP/Pekar: alpha_c=9.4248, dE/dalpha -1 -> -2.0000 omega, m_c=2.176 m_e
  above Feynman bound by 2.8863 omega = 0.0866 eV
Feynman alpha=4: E=-4.2565, v=3.665, w=2.368 (omega)
Feynman alpha=5: E=-5.4401, v=4.034, w=2.140 (omega)
Feynman alpha=6: E=-6.7109, v=4.667, w=1.874 (omega)
Feynman alpha=7: E=-8.1127, v=5.810, w=1.604 (omega)
Feynman alpha=9: E=-11.4858, v=9.850, w=1.282 (omega)
Feynman alpha=11: E=-15.7098, v=15.413, w=1.162 (omega)
max Chebyshev |c_30..40| on alpha in [4,11]: Feynman 1.4e-10, w=0 2.8e-04 omega
form bound, modes +-2,+-4, g=3/|k|, P=0.7: norm 1.3057 <= 2 sqrt(S) = 2.1866
split cells k0=2,g=1,P=0.3: lowest n>=1 level 1.0567 >= E(0)+1 = 0.5269 omega
toy k0=4, g^2=6: E0=-1.44284, gap=0.6475 omega, <N>=2.847
min E(P)-E(0), P in [0.25,6.25]: 0.02746; one mode, P=0.05: -0.00571 omega
circle |dg|=0.08: c1=-2.88713 (PT -2.88713), c2=-3.22018 (PT -3.22018)
  |c_-1|=2e-12, |c_-2|=3e-12 omega
toy ansatz kink: g^2=6.0207, E=-0.7083, a=0.060, beta=8.278
  ansatz slope -0.1176 -> -0.8051; exact E=-1.4551
  exact slopes left/right (step 0.01): -0.5928 / -0.5950 omega
toy g^2=2: exact -0.2673, Feynman -0.2384, ansatz -0.2353 omega, m*/m=1.07
toy g^2=4: exact -0.6542, Feynman -0.4837, ansatz -0.4706 omega, m*/m=1.25
toy g^2=6: exact -1.4428, Feynman -1.0053, ansatz -0.7059 omega, m*/m=2.24
toy g^2=8: exact -2.9761, Feynman -2.7823, ansatz -2.4868 omega, m*/m=5.59
toy g^2=10: exact -4.9527, Feynman -4.8495, ansatz -4.5629 omega, m*/m=12.31
Chebyshev ratio |c_34..40|/|c_10..16|, g^2 in [2,10]: exact 1.4e-05, ansatz 8.8e-02
adiabatic instability at g^2/k0^2 = 0.2500
gap at g=k0/2, k0=8: 0.636 omega
gap at g=k0/2, k0=16: 0.417 omega
gap at g=k0/2, k0=32: 0.267 omega
OK
```
